Sound in a Prestressed Crystal: Elastic Constants and the Initial-Stress Term

Q: I can differentiate the energy of a loaded crystal twice with respect to strain and call the result its elastic constants. Why should sound need anything more?

A: Because "strain" is not yet a definite variable. In an unloaded crystal the energy starts at second order, so strain measures that differ at second order give the same constants. In a loaded crystal the energy has a linear term, and a second-order change in the strain measure then alters the second derivatives.

Let x label points of the crystal at rest under a uniform Cauchy stress σ_ij, with tension positive. A wave moves the point x to x + u(x,t). Repeated indices are summed, and u_i,j means ∂u_i/∂x_j. A small material vector dx becomes G dx, with

G_ij = δ_ij + u_i,j.

Its squared length changes by 2η_ij dx_i dx_j, which defines the Lagrangian strain:

η_ij = ½(G_ki G_kj − δ_ij) = ½(u_i,j + u_j,i + u_k,i u_k,j).

This strain is measured from the loaded state, not from the unloaded one.

Q: Why choose that measure, if the choice matters?

A: Because the energy can depend on nothing else. Write G = RU, with R a rotation and U the symmetric stretch. Turning the whole crystal costs no energy, so R drops out. What remains is U = √(GᵀG) = √(1 + 2η). The energy W per unit volume of the loaded state is therefore a function of η:

W = W₀ + σ_ij η_ij + ½C_ijkl η_ij η_kl + …,
C_ijkl = ∂²W/∂η_ij∂η_kl at η = 0.

In these derivatives η_ij and η_ji count as separate variables and W is written symmetrically in them. Hence C is unchanged by i↔j, by k↔l, and by exchange of the two pairs.

The assumptions are a homogeneous crystal, waves long compared with the unit cell, no damping, and no long-range electric fields of the kind a piezoelectric crystal would produce. When the wavelength is long enough that little heat flows between crests and troughs during one period, W is the internal energy at fixed entropy. The silicon example below uses the static energy of the atoms.

Q: You wrote the Cauchy stress as the linear coefficient. Is that a definition or a result?

A: A result. To first order η_ij equals the ordinary small strain ε_ij = ½(u_i,j + u_j,i). The work done on unit volume by the stress already present is σ_ij ε_ij, and it must equal the first-order change of W. This holds because the reference state is the loaded state itself. With another reference, the first derivative would be a different stress tensor.

Q: Silicon has two atoms per cell, and they can shift against each other. Where is that shift in W(η)?

A: It has been eliminated. Let ζ be the shift beyond the homogeneous deformation, measured in axes carried along with the crystal. For one strain component and one shift component, the part of the energy that matters is

w = ½aη² + bηζ + ½kζ².

The shift has an inertia μ per unit volume, so at angular frequency ω

−μω²ζ = −kζ − bη, hence ζ = −bη/(k − μω²).

Here k/μ is the square of an optical frequency. For sound far below it, ζ = −bη/k, which is the value that minimises w. Substitution gives

w = ½aη² − (b²/k)η² + ½(b²/k)η² = ½(a − b²/k)η².

Relaxation lowers the constant from a to a − b²/k. So W(η) is the energy minimised over internal shifts, and C is the relaxed constant.

Q: Fine. Now show me the extra term without slipping it in by hand.

A: Insert η and keep everything up to second order in u. The linear term of W gives two pieces:

σ_ij η_ij = σ_ij u_i,j + ½σ_ij u_k,i u_k,j.

The symmetry of σ was used to merge u_i,j and u_j,i. In the quadratic term only the first-order part of η is needed, and the symmetries of C allow ε_ij to be replaced by u_i,j. Renaming indices,

W = W₀ + σ_ij u_i,j + ½σ_jl u_i,j u_i,l + ½C_ijkl u_i,j u_k,l.

The third term is the initial-stress term. It comes from the quadratic part of the strain, multiplied by a stress that is already there.

Q: The term σ_ij u_i,j is larger than the ones you keep. Why does it not dominate the motion?

A: With uniform stress, σ_ij u_i,j = ∂_j(σ_ij u_i). Its volume integral is a surface integral, so it exerts no force in the interior. At the surface it is balanced by the loads that hold the crystal.

The equation of motion follows from the action S = ∫(½ρ u̇_i u̇_i − W) d³x dt. Since we integrate over loaded positions x, ρ is the density of the loaded state. Define P_ij = ∂W/∂u_i,j. For a variation δu that vanishes on the boundary and at the end times, integration by parts gives

δS = ∫(ρ u̇_i δu̇_i − P_ij δu_i,j) d³x dt
   = ∫(−ρü_i + ∂_j P_ij) δu_i d³x dt.

This vanishes for every δu only if ρü_i = ∂_j P_ij. Differentiating each quadratic term produces two equal contributions, which cancel the factor ½:

P_ij = σ_ij + σ_jl u_i,l + C_ijkl u_k,l.

Because σ and C are uniform, taking ∂_j leaves

ρü_i = (C_ijkl + σ_jl δ_ik) u_k,jl.

That is the wave equation.

Q: What does the second term do physically?

A: It is the restoring force of a stretched string, in three dimensions. If C could be set to zero, a wave along n would obey ρv² = n·σ·n: tension per area divided by density gives v². With C = 0 the expression for P above becomes P = Gσ, so the force across a material plane turns and stretches with the material lines. In a transverse wave under tension along n, the lines along n tilt and the forces tilt with them. The difference in tilt between neighbouring planes pulls the material back. Under compression it pushes the material further out.

For a plane wave u_i = e_i exp[i(k n·x − ωt)], with unit vectors n and e, each space derivative ∂_j gives ikn_j. With v = ω/k,

ρv² e_i = Γ_ik e_k,
Γ_ik = C_ijkl n_j n_l + (n·σ·n)δ_ik.

The matrix Γ is real and symmetric, so it has three real eigenvalues and three perpendicular polarisations. If an eigenvalue is negative, ω is imaginary and a small disturbance grows: the loaded crystal is unstable and has no sound of that kind.

Q: Then I could avoid the extra term altogether by differentiating in a better variable.

A: Yes. Deform the loaded crystal by G = 1 + s e⊗n, so that u_i,j = s e_i n_j. The quadratic energy gives

d²W/ds² = C_ijkl e_i n_j e_k n_l + n·σ·n,

and for an eigenvector e this equals ρv². A second derivative with respect to the displacement gradient already contains the stress term, and adding it again would count it twice.

A symmetric stretch G = 1 + ε behaves differently. Here GᵀG = 1 + 2ε + ε², so η = ε + ½ε². For a shear ε_ab = ε_ba = γ/2, with a and b perpendicular axes, ε² has the entries γ²/4 at aa and bb. Therefore

W = W₀ + σ_ab γ + ½C_abab γ² + (σ_aa + σ_bb)γ²/8,
d²W/dγ² = C_abab + ¼(σ_aa + σ_bb).

The indices a and b are not summed. In general this is neither the Lagrangian constant nor a wave modulus.

Q: And if my constants were computed as derivatives with respect to strain from the unloaded crystal?

A: They can be converted without an extra stress term. Let F carry the unloaded crystal to the loaded one, with J = det F, and let E be the Lagrangian strain from the unloaded state. The total deformation is GF, so

1 + 2E = FᵀGᵀGF = Fᵀ(1 + 2η)F.

Subtracting the same relation at η = 0 gives E = E₀ + FᵀηF. This is linear in η, so the chain rule produces no term with a first derivative of the energy. With Ĉ the second derivatives per unloaded volume, taken at E₀,

C_ijkl = J⁻¹ F_iI F_jJ F_kK F_lL Ĉ_IJKL.

The factor J⁻¹ converts energy per unloaded volume to energy per loaded volume. The stress term must still be added afterwards to obtain sound speeds.

Q: Give me a case where I know the answer beforehand.

A: Take a fluid under pressure p. It must carry no shear waves, and its longitudinal waves must obey ρv² = K, with K the bulk modulus. Its energy depends on volume alone: W = f(V), where V is the volume relative to the loaded state. Thus f′(1) = −p and f″(1) = K. From V = √det(1 + 2η), to second order,

V = 1 + tr η + ½(tr η)² − tr η².

Inserting this in f and collecting quadratic terms gives

W₂ = ½(K − p)(tr η)² + p tr η²,
C_ijkl = (K − p)δ_ij δ_kl + p(δ_ik δ_jl + δ_il δ_jk).

So C_abab = p: the Lagrangian "shear constant" of a fluid is not zero. Now add the initial stress σ_jl = −pδ_jl:

Γ_ik = (K − p)n_i n_k + p(δ_ik + n_i n_k) − pδ_ik = K n_i n_k.

The shear eigenvalues vanish and the longitudinal one is K. Without the stress term the fluid would carry shear waves with ρv² = p.

Q: A fluid is simple. How do I know that a real lattice, with its directional bonds, agrees?

A: One can find the sound speeds from the vibrations of the atoms, without using elastic constants. The energy is expanded in changes of the bond vectors. For a periodic wave the linear terms sum to zero, because each bond change is a difference of displacements. The second derivatives of the energy then give the vibration frequencies, and the slope ω/k at small k is the sound speed.

The stress has not disappeared. For a pair energy φ(r), with r̂ the unit bond vector, the second-derivative matrix is

φ″ r̂⊗r̂ + (φ′/r)(1 − r̂⊗r̂),

and the part with φ′ is the effect of a bond under tension or compression.

This comparison was made for silicon with the Stillinger–Weber potential, which contains pair and angular terms. The crystal was given a general deformation, producing normal stresses of 1.571, 0.226 and 1.197 GPa and some shear stress. C and σ came from differences of relaxed energies, and the wave moduli ρv² from the lattice vibrations. Over six directions and all three waves the largest disagreement was about 0.0001 GPa. With the stress term left out it was 1.571 GPa. That is σ_xx, as it should be: x was one of the directions, and omitting the term lowers all three eigenvalues by n·σ·n.

Q: Now take a case an engineer would recognise.

A: Put the same model of silicon under 1.5 GPa uniaxial tension along [110], with the sides free. Use axes x = [110], y = [−110] and z = [001]. Without load the model has C11 = 151.42, C12 = 76.42 and C44 = 56.45 GPa. The load produces strains of 1.17 % along x, −0.16 % along y and −0.51 % along z, and the density falls from 2329.1 to 2317.7 kg/m³.

Consider two shear waves. The first travels along x and is polarised along z; call it xz. The second, zx, has the two directions exchanged. Without load both have ρv² = C44 and a speed of 4923 m/s. Under load, C_xzxz = 56.479 GPa, and

xz: ρv² = C_xzxz + σ_xx = 56.479 + 1.500 = 57.979 GPa,
zx: ρv² = C_xzxz + σ_zz = 56.479 + 0 = 56.479 GPa.

Dividing by the density and taking the root,

v_xz = √(57.979×10⁹/2317.7) = 5002 m/s,
v_zx = √(56.479×10⁹/2317.7) = 4937 m/s.

The lattice vibrations give the same moduli to the digits shown.

Q: Is that difference a peculiarity of silicon?

A: No. Let a and b be principal axes of the stress, and let both shear waves be purely polarised along these axes, as the mirror planes ensure here. Then

ρv_ab² = C_baba + σ_aa,
ρv_ba² = C_abab + σ_bb,

where the first index of v is the direction of travel. The symmetries of C make C_baba = C_abab, so

ρ(v_ab² − v_ba²) = σ_aa − σ_bb.

The elastic constant has cancelled. For the speeds themselves, factor the difference of squares:

v_xz − v_zx = 1.5×10⁹/[2317.7 × (5001.6 + 4936.5)] = 65 m/s.

The material returns through the density and the mean speed.

Q: So I time two pulses through the sample, and the one along the tension arrives relatively sooner?

A: Not necessarily, because the sample has also changed length. Compare each travel time with the unloaded time over the same piece of material:

along x: 1.011725 × 4923.1/5001.6 = 0.9958,
along z: 0.994912 × 4923.1/4936.5 = 0.9922.

In this model both times shorten, by 0.4 % and 0.8 %. The pulse along z gains more, although its true speed is lower, because its path has contracted while the path along x has lengthened. The stress difference follows from true speeds, with the loaded length and the loaded density.

Q: At least tension must raise the speed of a longitudinal wave along the same axis. The extra term is positive.

A: The extra term is positive, but C changes with load too. For the unloaded cubic crystal, a unit strain along [110] has components η_11 = η_22 = η_12 = ½ in the cubic axes, and the energy curvature is

½(C11 + C12) + C44 = ½(151.42 + 76.42) + 56.45 = 170.37 GPa.

Under load the wave modulus is 168.94 GPa. Subtracting the stress leaves C_xxxx = 167.44 GPa. The constant has dropped by 2.93 GPa, more than the stress term restores. The speed falls from 8553 to 8538 m/s, even with the lower density. The explicit term alone therefore does not predict how a speed responds to load.

Q: What would the tempting shortcuts have cost in the xz wave?

A: Using C_xzxz alone gives 4937 m/s, which is 1.3 % below the correct 5002 m/s. Using the symmetric-shear derivative gives 56.479 + 1.500/4 = 56.854 GPa, which belongs to neither wave. Freezing the relative shift of the two sublattices is far worse: the modulus becomes 108.3 GPa instead of 58.0 GPa, and the speed is too high by a factor √(108.324/57.979) = 1.37. That factor belongs to this model, whose relaxed C44 is low; for real silicon, with an unrelaxed value near 110 GPa against about 80 GPa, it is roughly 1.2.

Q: How close is this to silicon in a chip?

A: Stress of the order of 1 GPa is a fair rough figure for a strained transistor channel, so the load is realistic. The potential is less so. Its C44 is 29 % below the rough measured value of 80 GPa. Putting 80 GPa in place of C_xzxz, with stress and density held fixed, changes the predicted speed difference from 65 to about 55 m/s. The difference in ρv² stays at 1.5 GPa. The model's changes under load are also only qualitative. With measured third-order elastic constants of silicon, the longitudinal speed along x falls by about 1 % instead of 0.2 %, and the travel time of the xz pulse changes by only 0.1 to 0.2 % at most instead of shortening by 0.4 %; published sets of constants give −0.06 % and +0.07 %, so even its sign is uncertain. The pulse along z still gains more than the one along x, by about 0.3 %. A device can also break the assumption of uniform stress. A channel may be only tens of nanometres long, and its stress varies from place to place. Where the stress varies slowly over a wavelength, the local value applies: at 0.75 GPa the difference would be about half, near 33 m/s. Where it varies within a wavelength, no single plane-wave speed describes the region.

Q: And temperature? You have used static atoms.

A: An estimate from the vibrations of the same model at 300 K, including zero-point motion, lowers the xz modulus by about 1.6 GPa, or 2.8 %. This combines the vibrational free energy with thermal expansion, which was taken as that of the unloaded crystal. Holding the total stress fixed instead gives 1.56 GPa, or 2.7 %. About two thirds of the drop, 1.1 GPa, comes from zero-point motion and is already present at 0 K. The two parts listed in the output should not be read as separate physical effects: expansion raises the static stress by about 0.5 GPa, and the thermal stress of the vibrations nearly cancels that rise. The linear expansion of 0.17 % also lowers the density by 0.5 %, so the speed falls by a little over 1 %, comparable with the 1.3 % effect of the stress term itself. A static calculation therefore cannot give the absolute speed well enough to read off the stress. The exchange relation is better placed: its derivation holds with thermal energy included, provided σ is the total stress and ρ the actual density.

The distinction between constant entropy and constant temperature does not affect these two shear waves at linear order. Reflection x → −x leaves the loaded crystal unchanged but reverses η_xz, so a change of temperature cannot produce a stress σ_xz. For the longitudinal wave along x the adiabatic modulus of the model is higher by about 0.14 GPa, or 0.09 %.

Q: What about the limits on wavelength and amplitude?

A: At a wavelength of 50 nm, which means 100 GHz for the xz wave, the discreteness of the lattice changes its speed by only 0.004 %. Uniformity of the stress is thus a stricter demand here than the size of the unit cell. For the longitudinal wave along x, a wave strain of 10⁻⁴ changes the local modulus by −0.03 % in the model, and by about −0.05 % with measured third-order constants. Both are small beside the 1.3 % contributed to the xz speed by the initial stress. Heat flow sets another limit. In silicon at room temperature, heat spreads between the crests and troughs of a 50 nm longitudinal wave in a time comparable with its period, so constant entropy is no longer a good assumption there. It becomes one at wavelengths of several micrometres and more. The numerical output below gives the model values, and also the moduli and speeds of two further waves, xy and zz.

Numbers as computed

```
SILICON, STILLINGER-WEBER, NO STRESS
lattice constant              5.4309 angstrom
energy per atom               -4.3366 eV
density                       2329.1 kg/m3
C11, C12, C44                 151.42, 76.42, 56.45 GPa
shear speed, x or z           4923.1 m/s
GENERAL PRESTRESS TEST
stress xx, yy, zz             1.571, 0.226, 1.197 GPa
stress yz, xz, xy             0.057, 0.000, 0.147 GPa
max error, stress derivative  7.4e-10 GPa
max error, wave formula       9.9e-05 GPa
same without stress term      1.571 GPa
error, gradient curvature     1.6e-08 GPa
max error, reference change   2.1e-08 GPa
UNIAXIAL TENSION ALONG x = [110]
applied stress                1.500 GPa
strain x, y, z                1.1725, -0.1640, -0.5088 %
density                       2317.7 kg/m3
wave: first letter propagation, second polarisation
xx: rho v2 lattice, formula    168.939, 168.939 GPa; v 8537.7 m/s
xy: rho v2 lattice, formula    38.936, 38.936 GPa; v 4098.8 m/s
xz: rho v2 lattice, formula    57.979, 57.979 GPa; v 5001.6 m/s
zx: rho v2 lattice, formula    56.479, 56.479 GPa; v 4936.5 m/s
zz: rho v2 lattice, formula    148.574, 148.574 GPa; v 8006.6 m/s
C_xzxz                        56.479 GPa
rho v2 difference, xz - zx    1.5000 GPa
speed difference, xz - zx     65.13 m/s
xz speed without stress term  4936.5 m/s
symmetric-shear curvature     56.854 GPa
xz modulus, frozen sublattice 108.324 GPa
NEGLECTED EFFECTS
wavelength considered         50.0 nm
xz frequency there            100.0 GHz
xz speed change by dispersion 0.0043 %
temperature                   300 K
expansion strain with zero pt 0.1661 %
xz modulus, vibration part    -1.487 GPa
xz modulus, expansion part    -0.124 GPa
xz modulus, thermal total     -1.611 GPa
change with phonon mesh       2.1e-05 GPa
xx adiabatic - isothermal     0.1436 GPa
wave strain amplitude         1.0e-04
xx modulus change at amplitude -0.0286 %
rough measured C44 (input)    80 GPa
model C44 relative to rough   -29 %
speed difference, rough C44   55 m/s
```
